# Tunnel conductance of a barrier with Gaussian thickness roughness

**The junction.** Two metal electrodes are separated by an oxide of mean thickness \(d_0=1.50\) nm. At the Fermi level the amplitude of an electron wave decays in the oxide as \(e^{-\kappa z}\), with \(\kappa=5.12\ \mathrm{nm^{-1}}\). The local thickness is \(d=d_0+\delta\), where \(\delta\) has a Gaussian distribution over the junction area, with mean zero and standard deviation \(\sigma=0.10\) nm.

Unless a part says otherwise, the bias and the temperature are low, the electrons travel along the normal \(z\), the mass is the free-electron mass \(m\) everywhere, and there are no pinholes. The thickness varies so slowly along the plane that each patch conducts like a flat barrier of its own thickness.

## (a) The local law

**Question.** Derive the transmission of a flat rectangular barrier and show how the conductance of a patch depends on \(d\) when \(\kappa d\gg1\). What barrier height does \(\kappa\) imply?

**Answer.** Let \(k\) be the wave number in both metals. To the left of the barrier the wave is \(e^{ikz}+re^{-ikz}\), and to the right it is \(t\,e^{ik(z-d)}\). Inside, the solution that joins the right-hand wave with continuous value and slope at \(z=d\) is

\[
\psi=t\left[\cosh\kappa(d-z)-\frac{ik}{\kappa}\sinh\kappa(d-z)\right].
\]

Write \(c=\cosh\kappa d\) and \(s=\sinh\kappa d\). Continuity of value and slope at \(z=0\) gives

\[
1+r=t\left(c-\frac{ik}{\kappa}s\right),\qquad
1-r=t\left(c+\frac{i\kappa}{k}s\right),
\]

where the slope condition has been divided by \(ik\). Adding the two removes \(r\):

\[
2=t\left[2c+i\left(\frac{\kappa}{k}-\frac{k}{\kappa}\right)s\right].
\]

The metals are alike, so \(T=|t|^2\). With \(c^2=1+s^2\),

\[
\frac1T=c^2+\frac{(\kappa^2-k^2)^2}{4k^2\kappa^2}s^2
=1+\frac{(k^2+\kappa^2)^2}{4k^2\kappa^2}\sinh^2\kappa d .
\]

For \(\kappa d\gg1\), \(\sinh^2\kappa d\approx e^{2\kappa d}/4\), and the 1 is negligible. Hence

\[
T\approx\frac{16k^2\kappa^2}{(k^2+\kappa^2)^2}\,e^{-2\kappa d}.
\]

Conductance is proportional to transmission, so the conductance per area is \(g(d)=Ce^{-2\kappa d}\), with \(C\) independent of \(d\) in this model. The 2 appears because a probability is the square of an amplitude. Here \(\kappa d_0=5.12\times1.50=7.68\), which is well inside the thick-barrier regime.

The height above the Fermi level is \(\phi=\hbar^2\kappa^2/2m=0.999\) eV.

## (b) The area average

**Question.** Find the ratio \(F\) of the conductance of the rough junction to that of a flat one with the same area and mean thickness. Evaluate it.

**Answer.** Each electrode is taken as an equipotential. All patches then have the same voltage and their currents add, so the quantity to average over area is conductance:

\[
F=\frac{\langle g(d)\rangle}{g(d_0)}=\langle e^{-2\kappa\delta}\rangle
=\frac1{\sqrt{2\pi}\,\sigma}\int_{-\infty}^{\infty}
e^{-\delta^2/2\sigma^2-2\kappa\delta}\,d\delta .
\]

Completing the square in the exponent gives

\[
-\frac{\delta^2}{2\sigma^2}-2\kappa\delta
=-\frac{(\delta+2\kappa\sigma^2)^2}{2\sigma^2}+2\kappa^2\sigma^2 .
\]

Expanding the square confirms this: its cross term is \(-2\kappa\delta\), and its constant \(-2\kappa^2\sigma^2\) is cancelled by the last term. The shifted Gaussian still integrates to one, so

\[
\boxed{F=e^{2\kappa^2\sigma^2}}
\]

For the junction, \(2\kappa^2\sigma^2=2(5.12)^2(0.10)^2=0.524\), and \(F=e^{0.524}=1.69\). Roughness raises the conductance about 1.7 times. Direct numerical integration of the average also gives 1.69, as does averaging the full transmission of part (a) with a Fermi energy of 5.0 eV.

The integral formally includes negative thicknesses. They are harmless here because \(d_0\) is \(15\sigma\). The mean thickness cancels from \(F\) as long as the exponential law holds wherever appreciable current flows.

## (c) Small roughness and the meaning of the decay constant

**Question.** Is an expansion to second order in \(\sigma\) adequate? What would \(F\) be if 5.12 nm\(^{-1}\) were the decay constant of the conductance instead of the amplitude?

**Answer.** Since \(\langle\delta\rangle=0\) and \(\langle\delta^2\rangle=\sigma^2\),

\[
\langle e^{-2\kappa\delta}\rangle\approx
1-2\kappa\langle\delta\rangle+\frac{(2\kappa)^2}{2}\langle\delta^2\rangle
=1+2\kappa^2\sigma^2=1.52 .
\]

This is about 10% below the full \(F\). The expansion needs \(2\kappa\sigma\ll1\), but here \(2\kappa\sigma=1.02\): one standard deviation of thickness changes the local conductance by a factor of about \(e\).

If the conductance decayed as \(e^{-\beta d}\) with \(\beta=5.12\ \mathrm{nm^{-1}}\), replacing \(2\kappa\) by \(\beta\) would give \(F=e^{\beta^2\sigma^2/2}=1.14\). The factor 1.7 therefore belongs to the amplitude convention.

## (d) Where the current flows

**Question.** Find the current-weighted mean thickness, the area fraction that carries half the current, and the thickness of a flat barrier with the same conductance.

**Answer.** The share of current at deviation \(\delta\) is the area density times \(e^{-2\kappa\delta}\), divided by \(F\). By the square completed in (b), this is a Gaussian of the same width \(\sigma\), centred at \(-2\kappa\sigma^2\). The current-weighted mean is therefore

\[
d_0-2\kappa\sigma^2=1.50-0.102=1.398\ \text{nm}.
\]

A Gaussian has half its weight below its centre, so half the current passes where \(\delta<-2\kappa\sigma^2\). The area fraction of that region follows from the original distribution. With \(\Phi\) the cumulative distribution of a standard normal variable, it is

\[
\Phi\!\left(-\frac{2\kappa\sigma^2}{\sigma}\right)=\Phi(-1.024)=0.153 .
\]

Half the current uses about 15% of the area.

The equivalent flat thickness satisfies \(e^{-2\kappa d_{\rm eq}}=e^{-2\kappa d_0}e^{2\kappa^2\sigma^2}\). Taking logarithms and dividing by \(-2\kappa\),

\[
d_{\rm eq}=d_0-\kappa\sigma^2=1.449\ \text{nm}.
\]

This shift is half that of the current-weighted mean. The two differ because \(d_{\rm eq}\) reproduces the total conductance, while the other thickness describes where the current is.

The shift also shows where the Gaussian formula fails. The dominant thicknesses lie within a few \(\sigma\) of \(d_0-2\kappa\sigma^2\). As that range reaches zero, the formula begins to fail. With the Fermi energy of 5.0 eV used in (b), it then overestimates the conductance: \(Ce^{-2\kappa d}\) keeps growing through zero and negative thickness, whereas the transmission cannot exceed one.

## (e) Other thickness distributions

**Question.** Does \(\sigma\) alone fix the enhancement? Consider two equally common thicknesses \(d_0\pm\sigma\), and a Gaussian cut off at \(|\delta|=2\sigma\).

**Answer.** The two-level distribution has mean \(d_0\) and standard deviation \(\sigma\), as before. Its average is

\[
F_2=\tfrac12\left(e^{2\kappa\sigma}+e^{-2\kappa\sigma}\right)
=\cosh(2\kappa\sigma)=1.57 .
\]

For small \(2\kappa\sigma\) it agrees with the Gaussian result through second order, since \(\cosh x\approx1+x^2/2\). For large \(2\kappa\sigma\) it tends to \(\tfrac12e^{2\kappa\sigma}\): the thinner half carries nearly everything. The Gaussian result grows faster because its tail supplies ever thinner spots.

For the cut Gaussian, the same completed square applies between finite limits. Dividing by the area that remains,

\[
F_{\rm cut}=F\,
\frac{\Phi(2+2\kappa\sigma)-\Phi(-2+2\kappa\sigma)}{\Phi(2)-\Phi(-2)}
=1.48 .
\]

Here the parameter \(\sigma\) is held fixed, and the cut makes the actual standard deviation smaller than \(\sigma\). The two-level case, with its standard deviation unchanged, shows that the shape matters in its own right.

## (f) Oblique electrons and temperature

**Question.** Include electrons with momentum along the plane. How does this change the local law and \(F\)?

**Answer.** For a flat patch the parallel wave vector \(\mathbf k_\parallel\) is conserved, and \(T\) depends on the normal energy \(E_n=E-\hbar^2k_\parallel^2/2m\). At low bias, with Fermi function \(f\),

\[
g\propto\int dE\left(-\frac{df}{dE}\right)\int d^2k_\parallel\,T(E_n).
\]

At fixed \(E\), \(d^2k_\parallel=\pi\,d(k_\parallel^2)=(2\pi m/\hbar^2)\,|dE_n|\). Exchanging the order of integration leaves \(\int_{E_n}^{\infty}(-df/dE)\,dE=f(E_n)\), so

\[
g(d)\propto\int f(E_n)\,T(E_n,d)\,dE_n .
\]

At 0 K put \(E_n=E_F-\epsilon\). The barrier is then higher by \(\epsilon\), and since \(\kappa\propto\sqrt\phi\), the exponent \(2\kappa d\) grows by \(\kappa d\,\epsilon/\phi\) to first order. Neglecting the energy dependence of the prefactor,

\[
g(d)\propto e^{-2\kappa d}\int_0^\infty e^{-\kappa d\epsilon/\phi}\,d\epsilon
=\frac{\phi}{\kappa d}\,e^{-2\kappa d}.
\]

The extra \(1/d\) favours thin spots. Evaluated at the current-weighted mean, it multiplies \(F\) by about \(1.50/1.398=1.07\), giving 1.81. The full energy integral, with \(E_F=5.0\) eV, gives 1.85 at 0 K. It retains the prefactor and the curvature of the exponent, which the estimate drops, and it averages over all thicknesses instead of evaluating \(1/d\) at one.

At 300 K the full integral gives 1.83. The small fall follows from the same linearised exponent. With \(a=\kappa d/\phi\) and \(x=E_n-E_F\), integration by parts gives

\[
\int f\,e^{ax}\,dx=\frac1a\int\left(-\frac{df}{dx}\right)\cosh(ax)\,dx,
\]

because \(-df/dx\) is even. The last integral is the thermal gain. It increases with \(a\), and so with \(d\); thick spots gain more than thin ones, which reduces the contrast.

## (g) Image force, bias and mass

**Question.** Estimate separately the effects of the image force (relative permittivity 3.0), a bias of 0.10 V, and an oxide mass of \(0.4m\) at unchanged barrier height.

**Answer.** *Image force.* For an electron at \(z=ud\) between metal planes, the image charges opposite in sign to the electron lie at \(2nd-z\) for all integers \(n\), and those of equal sign at \(2nd+z\) for \(n\ne0\). The energy is half the charge times the image potential, because the induced charge grows in proportion to the electron's charge:

\[
V=-\frac{e^2}{16\pi\varepsilon d}
\left[\frac1u+\sum_{n=1}^{\infty}\left(\frac1{n-u}+\frac1{n+u}-\frac2n\right)\right].
\]

At mid-barrier the bracket is \(4\ln2\), and the lowering is 0.22 eV. Write \(w=-V\). In the WKB approximation \(g\propto e^{-S}\), with

\[
S=\frac{2\sqrt{2m}}{\hbar}\,d\int_{w<\phi}\sqrt{\phi-w}\;du .
\]

At fixed \(u\), \(w\propto1/d\), so

\[
\frac{\partial}{\partial d}\left(d\sqrt{\phi-w}\right)
=\sqrt{\phi-w}+\frac{w}{2\sqrt{\phi-w}}
=\frac{\phi-w/2}{\sqrt{\phi-w}}\ge\sqrt\phi .
\]

The inequality holds because \((\phi-w/2)^2=\phi(\phi-w)+w^2/4\). The moving end points add nothing, since the integrand of \(S\) vanishes there. Inside the forbidden region the image force thus makes \(S\) more sensitive to \(d\). Near the metals, however, \(w>\phi\), and those strips contribute nothing. The calculated \(F=1.55\) is below 1.69, so the loss of the strips wins here.

*Bias.* For electrons at the emitter Fermi level the barrier is \(\phi-eVu\), where \(V\) is now the voltage. To first order their mean decay constant is \(\kappa(1-eV/4\phi)\), so the exponent of \(F\) is multiplied by \(1-eV/2\phi=0.95\). This gives \(e^{0.498}=1.65\) for these electrons alone, in agreement with their full WKB exponent. It is not the factor for the whole current. Electrons lower in the bias window meet a higher barrier; at its bottom, \(eV\) below, the mean decay constant is \(\kappa(1+eV/4\phi)\). Reversing the voltage on a symmetric junction only reverses the current \(I\), so \(I/V\) has no term linear in \(V\). The first-order changes therefore cancel, and the \(F\) of the total current stays close to 1.69.

*Mass.* At fixed height \(\kappa^2\propto m\). The exponent becomes \(0.4\times0.524=0.210\), and \(F=1.23\), with \(\kappa=3.24\ \mathrm{nm^{-1}}\). If \(\kappa\) itself is held at 5.12 nm\(^{-1}\), the result of (b) is unchanged and the inferred height changes instead.

## (h) Lateral scale and the magnetic junction

**Question.** When is the patch picture justified? If the electrodes are magnetic, does roughness change the ratio of parallel to antiparallel conductance?

**Answer.** In the barrier \((\nabla^2-\kappa^2)\psi=0\). A component varying as \(e^{iqx}\) along the plane decays with \(\sqrt{\kappa^2+q^2}\), so relative to the uniform part its amplitude is reduced on crossing by

\[
R=\exp\left[-\left(\sqrt{\kappa^2+q^2}-\kappa\right)d_0\right],\qquad q=\frac{2\pi}{\Lambda}.
\]

For a period \(\Lambda=20\) nm, \(R=0.986\), and the local pattern survives. For \(\Lambda=2\) nm, \(R=0.264\): neighbouring patches are mixed, and \(F\) from (b) cannot be relied on.

Suppose each magnetic alignment is described by one exponential, with decay constants \(\kappa_P\) and \(\kappa_{AP}\). Applying (b) to each gives

\[
\left.\frac{G_P}{G_{AP}}\right|_{\rm rough}
=\left.\frac{G_P}{G_{AP}}\right|_{\rm flat}
e^{2\sigma^2(\kappa_P^2-\kappa_{AP}^2)} .
\]

In this one-exponential model, a common decay constant makes roughness cancel from the ratio. If the parallel state decays more slowly, roughness lowers the ratio, because the antiparallel current gains more from thin spots.

**Comparison with real junctions.** Magnesium oxide and alumina tunnel junctions have barriers roughly 1 to 3 nm thick, with fitted heights from a few tenths of an eV to a few eV, so the chosen thickness and height lie within these ranges. The free-electron mass is a simplification, and \(F\) depends strongly on \(\kappa\): the factor 1.69 belongs to the chosen \(\kappa\) and \(\sigma\) and is not a typical value for these oxides. The field at 0.10 V is 0.67 MV/cm at the mean thickness and 0.91 MV/cm at a spot \(4\sigma\) thinner, well below a rough breakdown field of 10 MV/cm. In a crystalline oxide the thickness changes in atomic steps, so the Gaussian is an idealisation. Two levels of equal area give 1.57 instead of 1.69; unequal areas with the same mean and \(\sigma\) give other values, which can be much lower or higher: 1.27 if the thinner level covers 90% of the area, and 2.80 if it covers 10%. For slowly varying Gaussian roughness at the chosen \(\sigma\) and bare barrier height (the image force lowers the actual decay constant), the separate corrections for oblique electrons, image force and bias span about 1.5 to 1.9. They have not been combined, so "about 1.7" is as fine a statement as the model supports, and it applies only to that distribution and lateral scale. Pinholes are outside this range. The remaining computed values are in the numerical output.

## Calculated quantities

```
amplitude decay constant kappa: 5.12 1/nm
roughness sigma: 0.10 nm
mean thickness d0: 1.50 nm
barrier height for free mass: 0.999 eV
2 kappa sigma: 1.024
exponent 2 kappa^2 sigma^2: 0.5243
enhancement F, closed form: 1.6893
enhancement F, quadrature: 1.6893
F with full rectangular transmission: 1.6893
small-roughness estimate 1+2k^2s^2: 1.524
F if 5.12/nm were conductance decay: 1.140
shift of current-weighted mean: -0.1024 nm
current-weighted mean thickness: 1.398 nm
equivalent flat thickness: 1.449 nm
area fraction carrying half the current: 0.153
same fraction from sorted patches: 0.153
F for two thicknesses d0 +- sigma: 1.572
F for Gaussian cut at 2 sigma: 1.476
Fermi energy for corrections: 5.0 eV
power of d in oblique factor near 12 nm: -1.021
F with oblique electrons, 0 K: 1.847
F with oblique electrons, 300 K: 1.833
relative permittivity for image force: 3.0
image lowering at mid-barrier: 0.222 eV
F with image force (WKB exponent): 1.547
bias: 0.10 V
F at this bias (WKB exponent): 1.645
field at mean thickness: 0.67 MV/cm
field at a spot 4 sigma thinner: 0.91 MV/cm
mass ratio for comparison: 0.4
kappa for that mass, same height: 3.24 1/nm
F for that mass, same height: 1.233
modulation survival, period 20 nm: 0.986
modulation survival, period 2 nm: 0.264
```
